\section*{Complex-Step Dipoles and Polarizabilities in Complex-Symmetric Hartree–Fock Theory}

\section{Two errors at the same step}

A four-electron model molecule has a Hartree--Fock polarizability of $34.67$ atomic units. Computed from the second difference of the energy with a field step of $10^{-8}$, it comes out wrong by $36$ atomic units, more than its own value. Read from the imaginary part of the dipole in an imaginary field of the same magnitude, it comes out correct to about $10^{-10}$.

The first error amounts to a few units in the last place of the energy. The energy is $-5.847$ hartree, and double-precision numbers between 4 and 8 in magnitude are spaced by $2^{-50}=8.88\times10^{-16}$. The second difference should equal
\[
\alpha s^2=34.67\times10^{-16}=3.5\times10^{-15},
\]
which is about four spacings. Eight spacings divided by $s^2$ would give $71.05$, and $71.05-34.67=36.4$ agrees with the error found. The signal has sunk into rounding noise, which enters both through the final energy sum and through the density put into it; the count of eight is a chance value. The imaginary part of the dipole avoids this because it has no large field-free value to be subtracted; the real part of the energy in the same imaginary field does not, as shown below.

\section{Model and conventions}

Atomic units are used throughout; fields, polarizabilities and higher responses are given as ``a.u.'' The nuclei have charges 3 and 1 at $x=-1.5$ and $+1.5$ bohr. All interactions are soft-Coulomb, with magnitude $1/\sqrt{r^2+1}$ per pair of unit charges. The basis consists of 61 orthonormal sinc functions spaced by 0.4 bohr, in which $x$ and the interaction $v_{pq}$ are diagonal in the usual grid approximation. The parameters represent no particular substance, and the digits quoted belong to this grid: widening the box from $\pm12$ to $\pm16$ bohr raises the polarizability by $0.02$ a.u. and the coefficient $\gamma$ defined below by about 5\%, while a spacing of 0.3 bohr lowers them by $0.002$ a.u. and $0.4\%$. Correlation is left out, and so is field ionization, which this finite basis cannot describe.

An electron in the field $F$ has the extra energy $+Fx$. With $D$ the spin-summed density matrix, $t$ the field-free one-electron matrix and $\mu_{\rm n}=\sum_A Z_AX_A$, the energy without the constant nuclear repulsion is
\begin{equation}
E=\operatorname{Tr}D(t+Fx)+\tfrac12\operatorname{Tr}D\,G[D]-F\mu_{\rm n},
\label{energy}
\end{equation}
\begin{equation}
G[D]_{pq}=\delta_{pq}\sum_r v_{pr}D_{rr}-\tfrac12v_{pq}D_{pq}.
\label{G}
\end{equation}
The Fock matrix is $f=t+Fx+G[D]$, and the dipole is $\mu(F)=\mu_{\rm n}-\operatorname{Tr}Dx$.

For a real field, $D=2P$, where $P$ is real, symmetric and idempotent and commutes with $f$. These conditions are polynomial in $D$ and $F$. If the occupied--virtual gap is open and the orbital Hessian (derived below) is invertible, the implicit function theorem continues the solution analytically to complex $F$ near zero. Along this branch $P^T=P$ persists, whereas $P^\dagger=P$ in general does not. The matrices are complex symmetric.

\section{The expansion at an imaginary field}

The energy derivative is needed on the complex branch. Since $\operatorname{Tr}D\,G[D']=\operatorname{Tr}D'G[D]$, varying (\ref{energy}) gives
\[
dE=\operatorname{Tr}f\,dD+(\operatorname{Tr}Dx-\mu_{\rm n})\,dF .
\]
Differentiating $P^2=P$ gives $dP=P\,dP+dP\,P$. Multiplying by $P$ on both sides yields $P\,dP\,P=2P\,dP\,P$, so this block vanishes. Multiplying by $Q=1-P$ on both sides removes the other diagonal block. Hence $dP=P\,dP\,Q+Q\,dP\,P$, and
\[
\operatorname{Tr}f\,dP=\operatorname{Tr}(QfP\,dP)+\operatorname{Tr}(PfQ\,dP)=0,
\]
because $f$ commutes with $P$. Thus $dE/dF=-\mu(F)$ for complex $F$ too, with no conjugation anywhere.

Define the response coefficients by
\begin{equation}
E(F)=E_0-\mu F-\frac{\alpha F^2}{2}-\frac{\beta F^3}{6}-\frac{\gamma F^4}{24}-\dots
\end{equation}
They are real, since $E$ is real for real $F$. Differentiation gives $\mu(F)=\mu+\alpha F+\beta F^2/2+\gamma F^3/6+\dots$. Now set $F=ih$, with $F^2=-h^2$, $F^3=-ih^3$ and $F^4=h^4$:
\begin{align}
E(ih)&=E_0-i\mu h+\frac{\alpha h^2}{2}+\frac{i\beta h^3}{6}-\frac{\gamma h^4}{24}+\dots,\\
\mu(ih)&=\mu+i\alpha h-\frac{\beta h^2}{2}-\frac{i\gamma h^3}{6}+\dots
\end{align}
The imaginary parts supply the two working formulas,
\begin{equation}
-\frac{\operatorname{Im}E(ih)}{h}=\mu-\frac{\beta h^2}{6}+\dots,\qquad
\frac{\operatorname{Im}\mu(ih)}{h}=\alpha-\frac{\gamma h^2}{6}+\dots
\label{steps}
\end{equation}
Around a real base field, $F=F_0+ih$ gives $\mu(F_0)$ and $\alpha(F_0)$ in the same way.

The real parts do not share the advantage. The estimate $2[\operatorname{Re}E(ih)-E_0]/h^2=\alpha-\gamma h^2/12+\dots$ subtracts two nearly equal energies, and extracting $\beta$ from $\operatorname{Re}\mu(ih)-\mu$ subtracts two nearly equal dipoles.

For $h=10^{-20}$ a.u. the calculation gives $\operatorname{Im}E=1.36226\times10^{-20}$ hartree and $\operatorname{Im}\mu(ih)=3.46685\times10^{-19}$ $e$\,bohr. Therefore
\[
\mu=-1.3623\ e\,\text{bohr}=-3.463\ \text{debye},
\]
\[
\alpha=34.668\ \text{a.u.}=5.716\times10^{-40}\ \text{C}^2\,\text{m}^2/\text{J}.
\]
The expectation value of the field-free dipole agrees with the first number to all ten printed decimals. Its sign has a simple reading. Neutral atoms, with three electrons centred at $-1.5$ and one at $+1.5$ bohr, would have zero dipole. A negative value means that electronic charge has moved towards the nucleus of charge 1.

\section{Keeping the imaginary part accurate}

Suppose that every intermediate quantity has the form $a+ihb$, with $a$ and $b$ of ordinary size. A product is
\[
(a+ihb)(c+ihd)=ac-h^2bd+ih(ad+bc).
\]
Rounding in the imaginary part is then proportional to $h$ and leaves in the ratios (\ref{steps}) an error that is independent of $h$. The sum $ad+bc$ may itself cancel, but this loss does not grow as $h$ shrinks. Underflow of $h^2bd$ is harmless.

The occupied subspace can be found in a way that preserves this structure. Let the real orthogonal matrix $V$ diagonalize $\operatorname{Re}f$, with eigenvalues $\varepsilon$, and let $M=V^TfV$. Label occupied orbitals $o$ and virtual ones $v$. Write the subspace as $Y=V\binom{1}{X}$. Invariance, $fY=Y\Lambda$, has the two block rows
\[
M_{oo}+M_{ov}X=\Lambda,\qquad M_{vo}+M_{vv}X=X\Lambda .
\]
Eliminating $\Lambda$ leaves
\begin{equation}
R(X)=M_{vo}+M_{vv}X-X(M_{oo}+M_{ov}X)=0,
\label{riccati}
\end{equation}
which is solved by the sweeps $X_{ai}\leftarrow X_{ai}-R_{ai}/(\varepsilon_a-\varepsilon_i)$. For small $h$ the couplings neglected in the denominator are small compared with the gap, here $0.411$ hartree, and the sweeps contract.

The density is
\begin{equation}
D=2YS^{-1}Y^T,\qquad S=Y^TY .
\label{density}
\end{equation}
Its half $P$ is symmetric, and $P^2=YS^{-1}(Y^TY)S^{-1}Y^T=P$. It also commutes with $f$. Indeed $Y^TfY=S\Lambda$ is symmetric, so $S\Lambda=\Lambda^TS$ and $\Lambda S^{-1}=S^{-1}\Lambda^T$; then $fP=Y\Lambda S^{-1}Y^T=YS^{-1}\Lambda^TY^T=Pf$. In terms of orbitals, $C=YS^{-1/2}$ satisfies $C^TC=1$.

A general complex eigensolver, followed by normalization with $c^Tc=1$, is an alternative. Its deflation thresholds are not designed to protect a tiny imaginary part. No damage appears in this example: at the converged Fock matrix its polarizability deviates by about $6\times10^{-11}$ a.u. for $h=10^{-3}$, $10^{-8}$ and $10^{-20}$ alike. Most of this is the change made by one more self-consistent cycle, since that Fock matrix is built from the returned density; it is not an error of the solver. That is evidence for this matrix and not a guarantee for others.

\section{Coupled response and the stopping rule}

An independent value of $\alpha$ follows from linearizing the equations. For a small field $F$ put $X=FU$. To first order $S=1$, and with real field-free orbitals $\varphi$,
\[
\delta D=2F\sum_{bj}U_{bj}\left(\varphi_b\varphi_j^T+\varphi_j\varphi_b^T\right).
\]
Let $(pq|rs)$ denote the interaction between the orbital products $\varphi_p\varphi_q$ and $\varphi_r\varphi_s$. The diagonal of $\delta D$ is $4F\sum U_{bj}\varphi_b\varphi_j$, so the Coulomb term in (\ref{G}) contributes $4(ai|bj)$ per amplitude. The exchange prefactor $-\tfrac12$ times 2 gives $-(ab|ij)-(aj|ib)$. The first-order part of (\ref{riccati}) becomes $AU=-x$, where
\begin{equation}
A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|ib)
\label{hessian}
\end{equation}
is the orbital Hessian and $x$ is the vector of elements $x_{ai}$. The induced dipole is $-\operatorname{Tr}(\delta D\,x)=-4F\,x^TU$, hence
\begin{equation}
\alpha=4\,x^TA^{-1}x .
\end{equation}
The lowest eigenvalue of $A$ is $0.290$ hartree, so the solution is stable against real rotations that treat both spins alike; for real rotations that break the spin symmetry the term $4(ai|bj)$ drops out, and the lowest eigenvalue is only $0.005$ hartree, so the solution is barely stable in that direction. This linear solve gives the complex-step value to all ten printed decimals.

The self-consistent cycle is started from the field-free density. Its first Fock matrix contains the external field but no induced field, so its output density corresponds to $A$ without the interaction terms:
\[
\alpha_{\rm unc}=4\sum_{ai}\frac{x_{ai}^2}{\varepsilon_a-\varepsilon_i}=27.78\ \text{a.u.}
\]
With $h=10^{-20}$ the density has changed by a quantity of order $h$, far below a threshold such as $10^{-8}$. A plain test on $|\Delta D|$ therefore stops after one cycle and returns $27.78$ a.u., which is 20\% below the coupled value. In this model the attractive exchange terms in (\ref{hessian}) outweigh the Coulomb term, and coupling raises the polarizability.

The remedy is to test $\operatorname{Re}\Delta D$ and $\operatorname{Im}\Delta D/h$ separately; the limits used here are $10^{-12}$ and $10^{-11}$. The residual is not yet the error. Let $\Delta$ be the diagonal matrix of orbital-energy differences. One undamped cycle maps $U$ to $-\Delta^{-1}[x+(A-\Delta)U]$. If $U=U_*+e$, with $AU_*=-x$, the change produced by the cycle is
\[
r=-\Delta^{-1}(x+AU)=-\Delta^{-1}Ae .
\]
Thus $e=-A^{-1}\Delta r$, and a soft mode of $A$ magnifies the residual. Mixing in a fraction $m$ of the change multiplies $e$ by $1-m\Delta^{-1}A$ per cycle, independently of $h$ as long as the field is small enough for the linearization to hold. The tiny field needed 65 cycles with $m=\tfrac12$, compared with 66 for the field-free solution.

\section{Error against step size}

Two real-field estimates serve for comparison. Inserting the expansions gives
\begin{align}
\frac{\mu(s)-\mu(-s)}{2s}&=\alpha+\frac{\gamma s^2}{6}+\dots,\\
-\frac{E(s)+E(-s)-2E_0}{s^2}&=\alpha+\frac{\gamma s^2}{12}+\dots
\end{align}
The table lists absolute errors in a.u., relative to the coupled-response value.

\begin{center}
\begin{tabular}{lllll}
step & $\operatorname{Im}\mu$ & dipole diff. & energy diff. & $\operatorname{Re}E$\\
$10^{-2}$ & $0.39$ & $0.42$ & $0.21$ & $0.20$\\
$10^{-3}$ & $4.0\times10^{-3}$ & $4.0\times10^{-3}$ & $2.0\times10^{-3}$ & $2.0\times10^{-3}$\\
$10^{-4}$ & $4.0\times10^{-5}$ & $4.0\times10^{-5}$ & $2.0\times10^{-5}$ & $2.0\times10^{-5}$\\
$10^{-6}$ & $4.0\times10^{-9}$ & $1.0\times10^{-5}$ & $5.1\times10^{-3}$ & $4.6\times10^{-3}$\\
$10^{-8}$ & $2.5\times10^{-11}$ & $1.1\times10^{-3}$ & $36$ & $0.86$
\end{tabular}
\end{center}

At large steps truncation dominates, and the complex step is no better than the dipole difference: their leading errors have equal size and opposite sign. With $\gamma\approx2.4\times10^4$ a.u., a step of $10^{-3}$ gives $\gamma h^2/6=4.0\times10^{-3}$ and $\gamma h^2/12=2.0\times10^{-3}$, as listed.

At small steps an uncertainty $\delta_E$ in the second difference adds $\delta_E/s^2$. The entry at $10^{-6}$ implies $\delta_E\approx5\times10^{-15}$ hartree. Minimizing $\gamma s^2/12+\delta_E/s^2$ gives
\[
s=\left(\frac{12\,\delta_E}{\gamma}\right)^{1/4}\approx4\times10^{-5},\qquad
\text{error}\approx2\sqrt{\frac{\gamma\delta_E}{12}}\approx6\times10^{-6}.
\]
For the dipole difference the added error is $\delta_\mu/s$, with $\delta_\mu\approx10^{-11}$ from either of the last two rows. Minimizing $\gamma s^2/6+\delta_\mu/s$ gives $s=(3\delta_\mu/\gamma)^{1/3}\approx10^{-5}$ and an error of order $10^{-6}$; here the two terms have opposite signs and partly cancel, so the sum is an upper estimate. This $\delta_\mu$ comes mainly from the density threshold of $10^{-12}$ per element, summed with weights $x$, mostly from $4\le|x|\le8$ bohr. Iterating further lowers it, so the optimum just found belongs to this stopping rule and is not a limit set by rounding.

The complex step needs no such compromise. Its truncation error falls below the $2.5\times10^{-11}$ floor once $h\lesssim8\times10^{-8}$, and $h=10^{-100}$ still gives the same ten decimals. This floor is the difference seen at $h=10^{-8}$ from a reference that carries the same kind of convergence error. It is set by the stopping rule: against a tightly converged reference the error is $9\times10^{-11}$, further cycles reduce it to a few $10^{-13}$, and the tenth decimal of $\alpha$ is uncertain by one unit. The last column shows that an imaginary field by itself is no cure. At $h=10^{-8}$ the real energy should rise by $\alpha h^2/2=1.7\times10^{-15}$ hartree, about two spacings. Two full spacings would give $35.53$, an error of $0.86$, as found. That this is smaller than the $36$ of the real energy difference is an accident: one spacing more or less would shift the estimate by $17.8$ a.u.

The truncation coefficients can be checked from real base fields $\pm0.002$ a.u., where $\alpha=35.1720$ and $34.2616$ a.u.:
\[
\beta\approx\frac{35.1720-34.2616}{0.004}=227.6\ \text{a.u.}
\]
The curvature of the same data gives $\gamma\approx24177$ a.u. Solving (\ref{steps}) for the coefficients at $h=0.002$ a.u. gives $227.0$ and $24069$ a.u. The differences, $0.3\%$ and $0.4\%$, lie within the 2\% allowed in the test for the next terms of the series.

\section{Where conjugation breaks the method}

\subsection{An adjoint in the density}

Replace (\ref{density}) by $D=2Y(Y^\dagger Y)^{-1}Y^\dagger$. This $D$ is Hermitian, so $\operatorname{Tr}Dx$ is real and $\operatorname{Im}\mu(ih)=0$. The polarizability is lost; the computed value is $-3\times10^{-17}$ a.u.

The energy still gives the right dipole. For Hermitian $D$, $\operatorname{Tr}Dt$ is real. The Coulomb energy depends on the real diagonal of $D$, and the exchange energy is $-\tfrac14\sum v_{pq}|D_{pq}|^2$. What remains is
\[
\operatorname{Im}E=h(\operatorname{Tr}Dx-\mu_{\rm n})=-h\,\mu[D].
\]
With $X=ihU'$ and $U'$ real, the first-order density is $2ih\sum U'_{ai}(\varphi_a\varphi_i^T-\varphi_i\varphi_a^T)$. It is antisymmetric and has no diagonal, so $\mu[D]$ changes only at order $h^2$. The calculation returns $-1.3623$ $e$\,bohr, the correct dipole. Agreement of the dipole is therefore no evidence that the density is built correctly; the polarizability must be checked.

\subsection{A conjugate in exchange}

If $D$ is correct but exchange is built from $D^*$, the imaginary first-order density enters exchange with reversed sign. The Hessian (\ref{hessian}) then contains $+(ab|ij)+(aj|ib)$. Solving with this altered matrix predicts $11.03$ a.u., and the faulty self-consistent calculation converges to the same number. The result is finite, positive and wrong by a factor of three.

\subsection{Inner products and Hermitian solvers}

A conjugating inner product in the final sum replaces $\sum D_{pp}x_p$ by $\sum D_{pp}^*x_p$ and reverses the sign of the answer, to $-34.67$ a.u.

A Hermitian eigensolver treats the diagonal as real. On this grid the whole external field is diagonal and disappears. For the lowest level of $t+ihx$ with $h=0.01$ a.u., the Hermitian solver gives a shift of $10^{-14}$ hartree, which is rounding. A general solver gives $(6.2\times10^{-5}-1.371\times10^{-2}i)$ hartree. To leading order the imaginary part is $h\langle x\rangle$, so $\langle x\rangle\approx-1.37$ bohr, near the nucleus of charge 3 as expected.

Conjugation is harmless where it affects no returned value, for instance in the absolute values used to decide when to stop.

\section{How large the imaginary field may be}

Transpose normalization can fail because $c^Tc$ may vanish for a nonzero complex vector. Two levels with gap $\Delta$ and coupling $\kappa=hd$ show how:
\[
H=\begin{pmatrix}0&i\kappa\\ i\kappa&\Delta\end{pmatrix},\qquad
\lambda=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}-\kappa^2}.
\]
The first row of $Hc=\lambda c$ gives $c=(1,-i\tau)^T$ with $\tau=\lambda/\kappa$, real for $\kappa<\Delta/2$. Then $c^Tc=1-\tau^2$ and $c^\dagger c=1+\tau^2$. Dividing $\lambda^2-\Delta\lambda+\kappa^2=0$ by $\kappa^2$ gives $1+\tau^2=\Delta\tau/\kappa$. Since $(1-\tau^2)^2=(1+\tau^2)^2-4\tau^2$,
\begin{equation}
\frac{|c^Tc|}{c^\dagger c}=\sqrt{1-\frac{4\tau^2}{(1+\tau^2)^2}}=\sqrt{1-\left(\frac{2hd}{\Delta}\right)^2}.
\end{equation}
For $\Delta=d=1$ and $h=0.3$ the ratio is $0.8$, as direct diagonalization confirms. At $h=\Delta/2d$ it vanishes: the two eigenvectors coincide at an exceptional point, and the Taylor series cannot be continued through the square-root branch point. In a self-consistent problem a singular orbital Hessian can end the branch as well. Both limits concern finite fields. For a fixed matrix with $d\ne0$, the first moves towards $h=0$ as the gap closes. In a self-consistent problem the induced density changes $f$ as well, so a small gap alone does not set the limit: the Hessian (\ref{hessian}) can stay invertible, and the polarizability finite, when the gap closes. The sweeps used here would still fail, because they divide by the gap. Near an instability that the field can excite, the limit can move towards $h=0$, and a smaller step keeps the calculation inside it until the Hessian eigenvalue itself reaches zero. There the response coefficients need not exist, and no choice of step restores them. The two-level formula shows a mechanism and does not give the limit for the four-electron model. With the frontier gap and transition dipole it would give $h\approx0.19$ a.u., whereas the growth of the Taylor coefficients of $\mu(F)$ indicates a radius of convergence near $0.04$ a.u. The singularities responsible lie off the imaginary axis, along which the self-consistent solution, obtained with a general eigensolver, continues smoothly to at least $h=0.13$ a.u.

\section*{Computed results}
\begin{verbatim}
grid: 61 points, spacing 0.4 bohr, edge 12.0 bohr
charges [3. 1.] e at [-1.5  1.5] bohr, softening 1.0 bohr
electrons: 4
energy without nuclear repulsion: -5.84699775 hartree
occupied levels: -1.112658, -0.370003 hartree
occupied-virtual gap: 0.410825 hartree
lowest orbital-Hessian eigenvalue: 0.290051 hartree
cycles: field-free 66, imaginary field 65
imaginary step h: 1e-20 a.u.
Im E(ih): 1.3622610238e-20 hartree
Im mu(ih): 3.4668461382e-19 e bohr
dipole, expectation value: -1.3622610238 e bohr
dipole, complex step: -1.3622610238 e bohr
dipole converted: -3.46252 debye
alpha, coupled response: 34.6684613816 a.u.
alpha, complex step: 34.6684613816 a.u.
alpha, complex step h=1e-100: 34.6684613816 a.u.
alpha converted: 5.71606e-40 C^2 m^2/J
absolute alpha errors (a.u.) against coupled response:
step | Im mu | dipole diff | energy diff | Re E
1e-02 | 3.9e-01 | 4.2e-01 | 2.1e-01 | 2.0e-01
1e-03 | 4.0e-03 | 4.0e-03 | 2.0e-03 | 2.0e-03
1e-04 | 4.0e-05 | 4.0e-05 | 2.0e-05 | 2.0e-05
1e-06 | 4.0e-09 | 1.0e-05 | 5.1e-03 | 4.6e-03
1e-08 | 2.5e-11 | 1.1e-03 | 3.6e+01 | 8.6e-01
real base field: 0.002 a.u.
alpha at +/- base: 35.1720017, 34.2616277 a.u.
beta: base fields 227.5935, truncation 227.0066 a.u.
gamma: base fields 24176.663, truncation 24068.589 a.u.
alpha, stopped after 1 cycle: 27.78094723 a.u.
alpha, uncoupled sum: 27.78094723 a.u.
adjoint density: dipole -1.36226102 e bohr
adjoint density: alpha -3.1e-17 a.u.
conjugated exchange: alpha 11.03010665 a.u.
flipped-exchange response: alpha 11.03010665 a.u.
conjugating inner product: alpha -34.66846138 a.u.
core-level test, imaginary field: 0.01 a.u.
level shift, Hermitian solver: 1.0e-14 hartree
level shift, general solver: 6.192e-05 -1.371e-02i hartree
general library eigensolver, alpha deviation:
h=1e-03: 5.8e-11 a.u.
h=1e-08: 6.4e-11 a.u.
h=1e-20: 6.1e-11 a.u.
two-level: gap 1.0, coupling 1.0, h 0.3 (model units)
two-level: critical h 0.5, self-overlap 0.800000
\end{verbatim}
